# Two-hole Auger spectra of a full band and the extraction of U

**Setting.** A lattice of $N$ sites has one orbital per site and a completely filled band. Its electrons obey

$$H=\epsilon_d\sum_{i\sigma}n_{i\sigma}+t\sum_{\langle ij\rangle\sigma}\left(c^\dagger_{i\sigma}c_{j\sigma}+c^\dagger_{j\sigma}c_{i\sigma}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow},\qquad U>0 .$$

A core hole on site 0 is filled by one band electron while a second one from the same site is ejected. This Auger decay leaves two holes of opposite spin on site 0. The Auger matrix element is taken as constant, and the ejected electron leaves without further losses. The aim is to find the line shape and to read $U$ from it.

The numerical case is a simple cubic lattice with round model parameters: $t=0.25$ eV, $U=4$ eV, a mean one-hole energy of 4 eV, a core level at 500 eV and a core-level half-width $\gamma=0.25$ eV.

## (a) Rewrite the problem in terms of holes. What do photoemission and the Auger line measure?

**Solution.** Let $h^\dagger_{i\sigma}=c_{i\sigma}$ create a hole, and let $m_{i\sigma}=h^\dagger_{i\sigma}h_{i\sigma}=1-n_{i\sigma}$. For $i\neq j$, anticommutation gives

$$c^\dagger_{i\sigma}c_{j\sigma}=h_{i\sigma}h^\dagger_{j\sigma}=-h^\dagger_{j\sigma}h_{i\sigma},$$

so hopping changes sign. The repulsion becomes

$$U(1-m_{i\uparrow})(1-m_{i\downarrow})=U-U(m_{i\uparrow}+m_{i\downarrow})+U m_{i\uparrow}m_{i\downarrow}.$$

Collecting terms, with $E_F=N(2\epsilon_d+U)$ the energy of the full band,

$$H=E_F+\varepsilon_0\sum_{i\sigma}m_{i\sigma}-t\sum_{\langle ij\rangle\sigma}(h^\dagger_{i\sigma}h_{j\sigma}+\text{h.c.})+U\sum_i m_{i\uparrow}m_{i\downarrow},\qquad \varepsilon_0=-\epsilon_d-U .$$

A single hole has no partner to repel it. It moves freely with energy $\varepsilon_{\mathbf k}=\varepsilon_0-2t\sum_i\cos k_i$. Photoemission from the full band therefore measures the free one-hole density of states $\rho$, whatever the size of $U$.

Two holes on one site cost $2\varepsilon_0+U$ before they hop. Let $E$ be the two-hole energy minus $2\varepsilon_0$. All binding and kinetic energies are measured from one common zero; if binding energies are referred to the Fermi level and the kinetic energy to the vacuum level, the work function must also be subtracted from $E_{\rm kin}$. Energy conservation in the decay reads $E_{\rm core}=E_{\rm kin}+2\varepsilon_0+E$, hence

$$E=E_{\rm core}-2\varepsilon_0-E_{\rm kin}.$$

Repulsion lowers the kinetic energy of the Auger electron. Let $|jl\rangle$ denote an up hole on site $j$ and a down hole on site $l$, and write the two-hole Hamiltonian, measured from $2\varepsilon_0$, as $T+V$ with $T$ the hopping and $V$ the repulsion. The golden rule gives the density of final states weighted by their overlap with $|00\rangle$. With a Lorentzian core width, the normalized line is

$$A(E)=-\frac1\pi\,{\rm Im}\,G(E+i\gamma),\qquad G(z)=\langle 00|(z-T-V)^{-1}|00\rangle .$$

## (b) Find the propagator $G_0$ of the pair without repulsion.

**Solution.** For $V=0$ the eigenstates are products $|\mathbf k\mathbf k'\rangle$, each with overlap $|\langle 00|\mathbf k\mathbf k'\rangle|^2=1/N^2$. With $\tilde\varepsilon_{\mathbf k}=\varepsilon_{\mathbf k}-\varepsilon_0$, and $\rho$ now measured from $\varepsilon_0$,

$$G_0(z)=\frac1{N^2}\sum_{\mathbf k\mathbf k'}\frac1{z-\tilde\varepsilon_{\mathbf k}-\tilde\varepsilon_{\mathbf k'}}=\int\frac{D_2(x)}{z-x}\,dx,\qquad D_2(x)=\int\rho(y)\rho(x-y)\,dy .$$

Without repulsion the Auger line is the self-convolution $D_2$ of the photoemission spectrum, broadened by $\gamma$. In the cubic band each hole has mean energy zero and variance $(2t)^2\cdot3\cdot\tfrac12=6t^2$. The variances of independent holes add, so $D_2$ has variance $\mu_2=12t^2=0.75$ eV². It extends from $-12t$ to $12t$, that is, to $\pm3$ eV.

Above the top edge, write $1/(E-x)=\int_0^\infty e^{-(E-x)s}ds$. Each of the six momentum components then contributes the average of $e^{-2ts\cos k}$, which is the Bessel function $I_0(2ts)$:

$$G_0(E)=\int_0^\infty e^{-Es}\,I_0(2ts)^6\,ds,\qquad E\ge12t .$$

## (c) Let the holes repel on site 0 alone. Sum the ladder and find the line shape.

**Solution.** This is Cini's model, with $V=U|00\rangle\langle00|$. The full band has no electron-hole pairs to create within this model, so the two holes can do nothing except propagate and scatter from each other. The identity

$$(z-T-V)^{-1}=(z-T)^{-1}+(z-T)^{-1}V(z-T-V)^{-1},$$

taken between $\langle00|$ and $|00\rangle$, becomes $G=G_0+G_0UG$. Iteration produces the ladder, one rung $U$ per collision:

$$G=G_0+G_0UG_0+G_0UG_0UG_0+\dots=\frac{G_0}{1-UG_0}.$$

The series converges for $|UG_0|<1$. The closed form follows directly from the algebraic equation and holds without that restriction.

On the real axis (for $\gamma\to0$) set $G_0=R-i\pi D_2$. Multiplying numerator and denominator by $1-UG_0^*$ gives the numerator $G_0-U|G_0|^2$, whose imaginary part is $-\pi D_2$. Thus

$$A(E)=\frac{D_2(E)}{[1-UR(E)]^2+[\pi U D_2(E)]^2}$$

inside the continuum. Repulsion reshapes the self-convolution by an energy-dependent factor.

## (d) When does a state split off? Find its energy and weight.

**Solution.** A discrete state is a pole of $G$ outside the continuum, which requires

$$U\,G_0(E_b)=1 .$$

Below the continuum $G_0<0$, and there is no solution for $U>0$. Above it, $G_0$ is positive and

$$G_0'(E)=-\int\frac{D_2(x)}{(E-x)^2}dx<0,$$

so $G_0$ falls steadily from its edge value to zero. There is one solution if $U>U_c=1/G_0(12t)$, and none if $U<U_c$.

Whether $U_c$ is finite depends on the band. At large $s$, $e^{-2ts}I_0(2ts)\approx(4\pi ts)^{-1/2}$. In the cubic lattice the edge integrand falls as $s^{-3}$ and the integral converges; here $U_c=2.686$ eV, or $10.74\,t$. In a chain there are two Bessel factors instead of six, the integrand falls as $s^{-1}$, and $G_0$ diverges at the edge. Any repulsion then splits off a state.

For the weight, expand $1-UG_0(E)\approx-UG_0'(E_b)(E-E_b)$ and use $G_0(E_b)=1/U$:

$$G\approx\frac{Z}{E-E_b},\qquad Z=-\frac{1}{U^2G_0'(E_b)} .$$

For large $U$, the symmetric $D_2$ gives $G_0(E)\approx E^{-1}(1+\mu_2/E^2)$. The pole condition becomes $E_b\approx U(1+\mu_2/E_b^2)$. Differentiation gives $G_0'\approx-E^{-2}(1+3\mu_2/E^2)$, so to leading order

$$E_b\approx U+\frac{12t^2}{U},\qquad Z\approx\left(1+\frac{2\mu_2}{U^2}\right)\left(1-\frac{3\mu_2}{U^2}\right)\approx1-\frac{12t^2}{U^2}.$$

The shift is level repulsion: the doubly occupied site is pushed up by the lower-lying states with separated holes.

At $U=4$ eV these estimates are $4+0.75/4=4.188$ eV and $1-0.75/16=0.953$. The full condition gives $E_b=4.195$ eV and $Z=0.947$. The remaining weight, 0.053, lies in the continuum, and the two parts add to one. At $U=2$ eV, below the threshold, the continuum carries the whole weight. Its centroid has nevertheless moved to 2.000 eV, so a line without a split-off state still carries information on $U$. The absence of a pole does not mean the absence of a peak. $D_2$ is small near the top edge, and where $UR(E)\approx1$ the formula of part (c) has a narrow resonance. At $U=2$ eV it lies near 2.45 eV, with a full width of about 0.14 eV and about 70% of the weight within $\pm0.3$ eV. The state therefore leaves the continuum with a large weight already: $Z=0.83$ at $U=2.70$ eV. The shape of a broadened line does not by itself tell on which side of $U_c$ it lies.

## (e) Now let the holes repel on every site. Is the local formula still right?

**Solution.** This is Sawatzky's lattice problem, with $V=U\sum_j|jj\rangle\langle jj|$. A pair may separate, meet again on another site and repel there. The resolvent identity now couples all doubly occupied sites:

$$G_{jl}=G^0_{jl}+U\sum_m G^0_{jm}G_{ml},\qquad G_{jl}=\langle jj|(z-T-V)^{-1}|ll\rangle .$$

Keeping the term $m=0$ alone for $j=l=0$ would return the formula of part (c). The other terms are not zero, so for a lattice that formula is an approximation.

Translation symmetry solves the full equation. Since $\langle jj|\mathbf k\mathbf k'\rangle=e^{i(\mathbf k+\mathbf k')\cdot\mathbf R_j}/N$, a Fourier transform in $\mathbf R_j-\mathbf R_l$ selects the total momentum $\mathbf K=\mathbf k+\mathbf k'$ and turns the sum over $m$ into a product:

$$G^0_{\mathbf K}(z)=\frac1N\sum_{\mathbf k}\frac{1}{z-\tilde\varepsilon_{\mathbf k}-\tilde\varepsilon_{\mathbf K-\mathbf k}},\qquad G(z)=\frac1N\sum_{\mathbf K}\frac{G^0_{\mathbf K}(z)}{1-UG^0_{\mathbf K}(z)} .$$

The ladder is thus exact for each $\mathbf K$, and the Auger line is the average over $\mathbf K$. This was tested against the many-electron Hamiltonian of part (a) on a three-site ring. Both this formula and that of part (c) were also tested against two-hole matrices on a nine-site ring.

From $\cos k+\cos(K-k)=2\cos\frac K2\cos\left(k-\frac K2\right)$, the cubic pair propagator above its own continuum is

$$G^0_{\mathbf K}(E)=\int_0^\infty e^{-Es}\prod_{i=1}^3I_0(a_is)\,ds,\qquad a_i=4t\left|\cos\tfrac{K_i}2\right| .$$

The split-off state is now a band $E_{\mathbf K}$ of moving pairs. Because $I_0$ grows with its argument, $G^0_{\mathbf K}$ at given $E$, and with it $E_{\mathbf K}$, grows with every $a_i$. The band therefore runs from the zone corner, where all $a_i=0$, $G^0_{\mathbf K}=1/E$ and $E_{\mathbf K}=U=4.000$ eV, up to 4.395 eV at $\mathbf K=0$.

The threshold also depends on $\mathbf K$. At the edge $E=\sum_ia_i$ the integrand is a product of factors $e^{-a_is}I_0(a_is)$. Each is the average of $e^{-a_is(1-\cos\theta)}$ over $\theta$ and decreases with $a_i$. The threshold is thus highest at $\mathbf K=0$, where it is 1.978 eV. For larger $U$ every $\mathbf K$ has a state above its own continuum, even between 1.978 and 2.686 eV, where the one-site model has none. Such a state may still overlap the continua of other momenta in the averaged line.

## (f) Which features of the line are the same in both models?

**Solution.** For $\gamma\to0$ the moments are $M_n=\int E^nA(E)\,dE=\langle00|(T+V)^n|00\rangle$. Since $T$ has no diagonal element,

$$M_1=\langle00|V|00\rangle=U$$

in both models, with or without a split-off state.

The models differ by $V'=U\sum_{j\ne0}|jj\rangle\langle jj|$. Each $T$ moves one hole by one bond. Two factors $T$ are needed to carry the pair from $|00\rangle$ to another $|jj\rangle$, and two more to bring it back. The shortest product containing $V'$ is $TTV'TT$, so $M_0$ to $M_4$ agree. A neighbouring $|jj\rangle$ is reached by moving either hole first, with amplitude $2(-t)^2=2t^2$. With $z_n$ neighbours,

$$M_5^{\rm lattice}-M_5^{\rm one\ site}=z_nU(2t^2)^2=4z_nt^4U .$$

For a ring, $z_n=2$ and the difference is $8\cdot0.25^4\cdot4=0.125$ eV⁵, as the ring matrices confirm.

Part (g) also needs the third central moment. Since $(T+V-U)|00\rangle=T|00\rangle$,

$$m_3=\langle00|T(T+V-U)T|00\rangle=-U\langle00|T^2|00\rangle=-12t^2U .$$

Here $\langle T^3\rangle=0$ because three bonds cannot lead back to the start on a cubic lattice, and $VT|00\rangle=0$ because one hop separates the holes. The negative sign expresses the tail of continuum weight below the peak.

## (g) Extract $U$ from a broadened line. How good are the possible readings?

**Solution.** The data are a line generated from the lattice formula of part (e) with $U=4$ eV, in arbitrary intensity units and without noise or background. The photoemission band, and hence $G_0$ and $\varepsilon_0$, is taken as known.

*Peak shift.* Without repulsion the line would be centred at $500-2\cdot4=492.000$ eV kinetic energy. The peak lies at 487.811 eV. Reading the shift as $U$ gives $492.000-487.811=4.189$ eV, which is 0.189 eV too high. This is the size expected from the level repulsion of part (d), whose leading-order value is $12t^2/U=0.188$ eV. The agreement to 0.001 eV is partly accidental: the one-site line peaks 0.195 eV above $U$, and the lattice peak lies 0.007 eV below that.

*Pole condition.* Inserting the peak position into $U=1/G_0(E_{\rm peak})$ removes most of this bias and gives 3.993 eV. The remaining error of $-0.007$ eV comes mainly from applying a one-site condition to a lattice: for the one-site line the same reading gives 4.0002 eV. As written, with a real $G_0$, this route needs a peak outside the continuum. For a narrow resonance inside it, $1/{\rm Re}\,G_0(E_{\rm peak})$ is still a fair estimate: one-site lines with $\gamma=0.25$ eV give 2.49 eV for $U=2.5$ eV and 1.98 eV for $U=2$ eV, but 1.21 eV for $U=1$ eV, where the resonance is broad.

*Centroid.* By part (f) the centroid is $U$ in both models. A Lorentzian, however, has tails $\gamma/(\pi y^2)$, and its first moment depends on how the limits of integration are taken. Choose a window of half-width $L$ centred on a point $m$ such that

$$\int_{-L}^{L}y\,A(m+y)\,dy=0 .$$

A final state at distance $\delta$ from $m$ would contribute $\delta$ in a symmetric window of unlimited width. The part cut off is, for $L\gg|\delta|,\gamma$,

$$\int_{|y|>L}\frac{\gamma}{\pi}\,\frac{y}{(y-\delta)^2}\,dy=\frac\gamma\pi\int_{|y|>L}\frac1y\left(1+\frac{2\delta}{y}+\frac{3\delta^2}{y^2}+\frac{4\delta^3}{y^3}+\dots\right)dy=\frac\gamma\pi\left(\frac{4\delta}{L}+\frac{8\delta^3}{3L^3}+\dots\right).$$

Averaged over the final states, $\delta$ becomes $U-m$, and $\delta^3$ becomes $m_3$ to leading order. The window condition is then

$$(U-m)\left(1-\frac{4\gamma}{\pi L}\right)-\frac{8\gamma m_3}{3\pi L^3}=0\quad\Rightarrow\quad m-U\approx-\frac{8\gamma m_3}{3\pi L^3}=\frac{32\gamma t^2U}{\pi L^3}.$$

For $L=20$ eV this predicts an error of $8\times10^{-5}$ eV, and the line gives $m=4.00008$ eV. For $L=10$ eV the result is 4.0008 eV, while the leading term predicts an error of 0.0006 eV; the terms of higher order in $1/L$ are no longer negligible.

Real data are less kind. A flat background drops out of the window condition by symmetry. A sloping one, $b_1y$ relative to a line of unit area, adds $2b_1L^3/3$ to the integral and shifts $m$ by about that amount. A wide window thus reduces the Lorentzian error but magnifies the background error. An error in $\varepsilon_0$ enters the centroid reading of $U$ twice, because $E$ contains $2\varepsilon_0$.

*Whole line.* Inverting the one-site formula gives $1/G=(1-UG_0)/G_0=1/G_0-U$, so

$$U=\frac1{G_0(E+i\gamma)}-\frac1{G(E+i\gamma)}\quad\text{at every }E .$$

The intensity supplies ${\rm Im}\,G=-\pi A$. Since $G$ is analytic above the real axis and decays at large $|z|$, the real part follows from the principal-value integral

$${\rm Re}\,G(E+i\gamma)=P\!\int\frac{A(x)}{E-x}\,dx .$$

The line must first be normalized. A window of half-width $L$ around it holds the fraction $(2/\pi)\arctan(L/\gamma)$ of the area, up to small corrections from the spread of the final states. A flat background, harmless for the centroid, would spoil this step.

The right-hand side tests the model as well as measuring $U$: if the one-site formula holds, it is real and constant. At the four energies examined, from $-1$ to 4.2 eV, the one-site line returns 4 eV to within 0.0005 eV. The lattice line gives $4.037-0.011i$ eV at $E=1$ eV and $3.980+0.029i$ eV at $E=2.5$ eV. Among these four energies its largest deviation from $U$ is 0.038 eV; over the range from $-3$ to 6 eV it reaches 0.046 eV, near $E=1.55$ eV. Both are about one per cent of $U$. This variation is the trace of repulsion on other sites. From $1/G=1/G_0-U$, a small deviation $\delta U$ corresponds, to first order, to a relative change $\delta G/G\approx G\,\delta U$. A given deviation therefore changes $G$ little where $|G|$ is small and much more near the peak, where $|G|$ is large.

The peak shows the same effect directly. For the one-site line its height is close to $Z/(\pi\gamma)=0.947/(0.25\pi)=1.21$ eV⁻¹. At $E=4.2$ eV the lattice line reaches 1.11 eV⁻¹, because its split-off weight is spread over the pair band of part (e).

**Where the analysis stops.** In a partly filled band other holes are already present and electron-hole pairs can be excited. The two-hole equation then no longer closes, and photoemission no longer gives a free density of states. With several orbitals per site, $V$ is a matrix among the two-hole states of the site, and a single $U$ is in general not enough. The value extracted is the repulsion parameter of the stated model. The digits quoted here measure the readings against noise-free data and not the accuracy to be expected from an experiment. Further values are listed in the numerical output below.

## Computed values

```
hopping t = 0.25 eV, repulsion U = 4.00 eV
one-hole centroid = 4.00 eV, core level = 500.0 eV
core half-width gamma = 0.25 eV
one-hole band width = 3.00 eV
top of two-hole continuum, E = 3.000 eV
variance of self-convolution = 0.7500 eV^2
threshold U, one-site model = 2.6859 eV
threshold U, lattice K=0 = 1.9784 eV
one-site threshold / t = 10.7434
lattice K=0 threshold / t = 7.9136
one-site split-off energy E_b = 4.1951 eV
large-U estimate of E_b = 4.1875 eV
split-off weight Z = 0.9467
large-U estimate of Z = 0.9531
continuum weight = 0.0533
pole plus continuum weight = 1.00000
pole plus continuum centroid = 4.0000 eV
weak case U = 2.00 eV: continuum weight = 1.0000
weak case centroid = 2.0000 eV
lattice pair energy at K=0 = 4.3948 eV, weight 0.8902
lattice pair energy at zone corner = 4.0000 eV
ring: fifth-moment difference = 0.12500 eV^5
Fock-space check, largest error = 3.3e-16 1/eV
line shape in 1/eV: E (eV), one-site, lattice
  -1.00  0.0108  0.0110
   1.00  0.0214  0.0212
   2.50  0.0316  0.0298
   4.00  0.7496  0.7833
   4.20  1.2054  1.1077
   4.40  0.7215  0.7278
one-site line: U from peak shift = 4.1953 eV
one-site line: U from pole condition = 4.0002 eV
one-site line: U from centroid = 4.00008 eV
lattice line: U from peak shift = 4.1886 eV
lattice line: U from pole condition = 3.9930 eV
lattice line: U from centroid = 4.00008 eV
lattice centroid, half-window 10 eV = 4.00082 eV
predicted centroid error, 20 eV = 8.0e-05 eV
lattice peak kinetic energy = 487.811 eV
kinetic energy for U = 0 centroid = 492.000 eV
U(E) by inversion in eV: E (eV), one-site, lattice
  -1.00  3.9995+0.0002i  3.9794-0.0148i
   1.00  3.9998+0.0001i  4.0369-0.0108i
   2.50  4.0000+0.0000i  3.9800+0.0294i
   4.20  4.0000+0.0000i  3.9943-0.0229i
largest |U(E) - U|: one-site 0.0005, lattice 0.0385 eV
```
